# Image force on a screw dislocation near a traction-free surface

Take the stress field of a screw dislocation in an unbounded crystal and use it for one lying 20 nm below a free surface. Two things go wrong. The field puts shear tractions on a surface that nothing is touching, and it exerts no net force on the line, so the dislocation seems indifferent to the surface. Both faults have one cure.

## 1. The simplest case: a lone screw

Let the body be isotropic and linearly elastic with shear modulus $\mu$. The line runs along $+z$ through $(d,0)$, and its Burgers vector $b$ also points along $z$. The displacement $w$, directed along $z$, grows by $b$ on a right-handed circuit about $+z$.

When $w$ depends on $x$ and $y$ alone, the stresses are

$$\sigma_{xz}=\mu\,\partial_x w,\qquad \sigma_{yz}=\mu\,\partial_y w .$$

Force balance along $z$, $\partial_x\sigma_{xz}+\partial_y\sigma_{yz}=0$, becomes Laplace's equation $\partial_x^2w+\partial_y^2w=0$. The polar angle $\theta_1$ about the line satisfies it and grows by $2\pi$ per circuit, so $w=b\theta_1/2\pi$. With $\partial_x\theta_1=-y/[(x-d)^2+y^2]$ and $\partial_y\theta_1=(x-d)/[(x-d)^2+y^2]$,

$$\sigma_{xz}=-\frac{\mu b}{2\pi}\frac{y}{(x-d)^2+y^2},\qquad
\sigma_{yz}=\frac{\mu b}{2\pi}\frac{x-d}{(x-d)^2+y^2}.$$

Now let the body occupy only $x>0$. A free face at $x=0$ requires $\sigma_{xx}=\sigma_{xy}=\sigma_{xz}=0$ there. The first two vanish already, but the third is

$$\sigma_{xz}(0,y)=-\frac{\mu b}{2\pi}\frac{y}{d^2+y^2}.$$

Its magnitude peaks at $|y|=d$ with the value $\mu b/4\pi d$. The lone field is therefore wrong for this body.

## 2. Adding the image

The correction must obey Laplace's equation inside the body and must leave the Burgers circuit there unchanged. A second screw placed outside the body does both. Put one of unknown strength $b'$ at $(-d,0)$. Both lines are at the same distance from any point of the face, so

$$\sigma_{xz}(0,y)=-\frac{\mu}{2\pi}\frac{(b+b')\,y}{d^2+y^2}.$$

This vanishes for every $y$ if $b'=-b$. An image of equal sign would double the traction. With $\theta_2$ the angle about the image,

$$w=\frac{b}{2\pi}(\theta_1-\theta_2),$$

$$\sigma_{yz}=\frac{\mu b}{2\pi}\left[\frac{x-d}{(x-d)^2+y^2}-\frac{x+d}{(x+d)^2+y^2}\right].$$

No other bounded displacement with stresses falling faster than $1/r$ will do. The difference $u$ of two such solutions is single-valued and harmonic, and $\partial_xu=0$ on the face. Integration by parts turns $\int|\nabla u|^2dA$ into a boundary integral of $u\,\partial_nu$. That is zero on the face and tends to zero on a distant half circle, so $u$ is constant. The image is a device for writing the field in $x>0$; no dislocation exists outside.

## 3. From stress to force

Draw the slip cut along $y=0$ from the face to the line. With $\theta_1$ running from $-\pi$ to $\pi$, the material just above the cut is displaced by $b$ relative to that just below.

Let the line advance by $\delta$ in $+x$. A new strip of width $\delta$ slips by $b$. In a stress $\sigma_{yz}$ due to other sources, the lower side of the strip carries traction $+\sigma_{yz}$ and the upper side $-\sigma_{yz}$. If the upper side moves by $+b/2$ and the lower by $-b/2$, these tractions do work

$$(-\sigma_{yz})\frac b2\delta+\sigma_{yz}\left(-\frac b2\right)\delta=-b\,\sigma_{yz}\,\delta$$

on the material per length of line. The stored energy falls by $b\sigma_{yz}\delta$, so $F_x=b\sigma_{yz}$.

The line's own unbounded-body field gives no net force, because that energy is the same wherever the line lies. The image part remains. At $(d,0)$ it is

$$\sigma_{yz}^{\rm im}=-\frac{\mu b}{2\pi}\frac{2d}{(2d)^2}=-\frac{\mu b}{4\pi d},$$

and therefore

$$\boxed{F_x=-\frac{\mu b^2}{4\pi d}}$$

The minus sign means toward the face. Reversing $b$ reverses the image as well, so both signs of screw are attracted. The denominator $4\pi d$ is the usual $2\pi$ times the separation $2d$ of line and image.

**Test by a thin layer.** The force also follows without the slip-work rule. Shave a layer of thickness $\delta$ off the free face, which reduces the depth from $d$ to $d-\delta$. The layer takes its strain energy with it. The new face carries a traction of order $\delta$ and relaxes by a displacement of order $\delta$, so relaxation changes the energy only at order $\delta^2$. If $W$ is the energy per length of line, then

$$\frac{dW}{dd}=\int_{-\infty}^{\infty}\frac{\sigma_{yz}^2(0,y)}{2\mu}\,dy,\qquad
\sigma_{yz}(0,y)=-\frac{\mu b}{\pi}\frac{d}{d^2+y^2}.$$

The substitution $y=d\tan\varphi$ gives $\int dy/(d^2+y^2)^2=d^{-3}\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi=\pi/2d^3$. Hence

$$\frac{dW}{dd}=\frac{\mu b^2d^2}{2\pi^2}\,\frac{\pi}{2d^3}=\frac{\mu b^2}{4\pi d}.$$

Since $F_x=-dW/dd$, the two routes agree. Numerical integration with $\mu=b=d=1$ gives 0.079577, which is $1/4\pi$ to the digits shown. The physical reason for the attraction is visible here: a line nearer the face has less strained material around it.

## 4. Giving the line a core

The formula diverges as $d\to0$, where a line without width is a poor model. Replace the core by a hollow tube of radius $r_0<d$, centred at depth $d$, with a traction-free wall. Try the same pair of screws, but at $x=\pm a$ with $a^2=d^2-r_0^2$.

On the wall, $(x-d)^2+y^2=r_0^2$, which rearranges to $x^2+y^2=2xd-a^2$. The squared distances to the two poles are then

$$\rho_1^2=x^2+y^2-2ax+a^2=2x(d-a),\qquad \rho_2^2=2x(d+a).$$

Their ratio is constant along the wall. Now $\ln(\rho_1/\rho_2)$ and $\theta_1-\theta_2$ are the real and imaginary parts of one analytic function. By the Cauchy–Riemann equations, the normal derivative of the second equals, up to sign, the tangential derivative of the first, which is zero. The wall is free of traction, as required.

For the energy, integrate $\frac12\int\mu|\nabla w|^2dA$ by parts. The face, the wall and the distant arc contribute nothing. The two sides of the cut give

$$W=-\frac b2\int_0^{d-r_0}\sigma_{yz}(x,0)\,dx
=\frac{\mu b^2}{4\pi}\int_0^{d-r_0}\left[\frac1{a-x}+\frac1{a+x}\right]dx .$$

The integral is $\ln[(a+d-r_0)/(a-d+r_0)]$. Write $s=\sqrt{d-r_0}$ and $t=\sqrt{d+r_0}$, so that $a=st$. The argument of the logarithm becomes

$$\frac{s(t+s)}{s(t-s)}=\frac{(t+s)^2}{t^2-s^2}=\frac{2d+2a}{2r_0}=\frac{d+a}{r_0}.$$

Thus

$$W=\frac{\mu b^2}{4\pi}\ln\frac{d+\sqrt{d^2-r_0^2}}{r_0}.$$

Because $da/dd=d/a$, the derivative of $\ln(d+a)$ is $(1+d/a)/(d+a)=1/a$, and

$$|F_x|=\frac{\mu b^2}{4\pi\sqrt{d^2-r_0^2}}.$$

The energy now falls to zero as $d\to r_0$ instead of diverging. The force still diverges there, so the tube does not make the law usable right at the face. For $d\gg r_0$ this returns the boxed result, and $W\to(\mu b^2/4\pi)\ln(2d/r_0)$. At $d=3r_0$, differentiating the numerically integrated energy gives a force of 0.028135 in units of $\mu b^2/r_0$. The formula gives $1/(4\pi\sqrt8)$, the same number. It is 6 % above the value for a line without width. A real core is not a hollow tube, so this sizes the effect of a finite core and does not describe one.

## 5. A second free face

Let the body be a foil, $0<x<h$, with both faces free. Reflecting in each face with a change of sign, again and again, produces screws $+b$ at $d+2nh$ and $-b$ at $-d+2nh$ for all integers $n$. Reflection in either face maps the set onto itself with signs reversed, so both faces are traction-free.

At the real line the $+b$ images cancel in pairs $\pm n$. The others give

$$F_x=-\frac{\mu b^2}{2\pi}\sum_n\frac1{2d-2nh}
=-\frac{\mu b^2}{4\pi}\sum_n\frac1{d-nh}
=-\frac{\mu b^2}{4h}\cot\frac{\pi d}{h},$$

where the sum is taken symmetrically in $n$ and $\sum_n1/(u-n)=\pi\cot\pi u$ was used with $u=d/h$. For $d\ll h$ the cotangent is $h/\pi d$ and the half-space law returns. At $d=h/2$ the force vanishes by symmetry. Integration gives $W=(\mu b^2/4\pi)\ln\sin(\pi d/h)+$ constant.

**Test on a lattice.** A square lattice of nodes that move along $z$, joined by springs, knows nothing of images. Take 160 spacings in depth and 400 in width, leave all edges free, impose a slip $b$ across the bonds between the face and a chosen depth, and relax the nodes. In units of $\mu b^2$, the energy is 0.29396 at depth 4 and 0.34895 at depth 8. The difference, 0.05499, is 0.9970 of the half-space value $\ln2/4\pi=0.05516$.

Between depths 16 and 32 the energy rises from 0.40313 to 0.45427. This is 0.9271 of the half-space value but 0.9995 of the foil value. The 7 % deficit is thus the pull of the far face.

## 6. A face that is not free

Suppose instead that a thick coating of modulus $\mu_2$ is bonded at $x=0$. In $x>0$ try the real screw plus an image $\kappa b$ at $(-d,0)$; in the coating try a single screw $\lambda b$ at $(d,0)$. On the interface, continuity of $\sigma_{xz}$ requires $\mu(1+\kappa)=\mu_2\lambda$. Continuity of $w$ along the interface means continuity of $\partial_yw$, hence $1-\kappa=\lambda$. Eliminating $\lambda$,

$$\kappa=\frac{\mu_2-\mu}{\mu_2+\mu},\qquad F_x=\kappa\,\frac{\mu b^2}{4\pi d}.$$

A vacuum, $\mu_2=0$, gives $\kappa=-1$ and the free-surface result. Equal moduli give no force. A coating twice as stiff as the crystal gives $\kappa=+1/3$: the line is repelled, with a third of the free-surface strength. Under a thick coating, the attraction therefore survives only if the coating is more compliant than the crystal.

## 7. A cubic crystal

Copper is elastically anisotropic. Take the line along $[110]$, the face normal $x$ along $[001]$ and $y$ along $[1\bar10]$. The plane normal to the line is a mirror plane, so displacement along the line does not couple to displacement across it.

A gradient $\gamma$ of $w$ along $[001]$ gives cube-axis strains $\varepsilon_{13}=\varepsilon_{23}=\gamma/2\sqrt2$ and energy density $\frac12C_{44}\gamma^2$. A gradient along $[1\bar10]$ gives $\varepsilon_{11}=-\varepsilon_{22}=\gamma/2$ and energy density $\frac14(C_{11}-C_{12})\gamma^2$. The two shear moduli are therefore

$$c_x=C_{44},\qquad c_y=\tfrac12(C_{11}-C_{12}).$$

Set $Y=y\sqrt{c_x/c_y}$. Then $c_y(\partial_yw)^2=c_x(\partial_Yw)^2$ and $dy=\sqrt{c_y/c_x}\,dY$, so

$$\frac12\int\left[c_x(\partial_xw)^2+c_y(\partial_yw)^2\right]dx\,dy
=\frac K2\int\left[(\partial_xw)^2+(\partial_Yw)^2\right]dx\,dY,$$

with $K=\sqrt{c_xc_y}$. The depth and the slip are unchanged. Far from the core, the altered core shape adds only a constant to $W$. So $\mu$ is replaced by $K$ in the force. Equal moduli, $c_x=c_y=\mu$, restore the isotropic case.

With rough constants $C_{11},C_{12},C_{44}=168,121,75$ GPa, $K=\sqrt{75\times23.5}=41.98$ GPa. The same lattice, with unequal springs and depths 16 and 32, gives 42.00 GPa when its energy difference is read through the foil law.

## 8. Numbers for copper

Take a screw 20 nm below a free $(001)$ face, with rough values $b=0.256$ nm and $\mu=48$ GPa, an isotropic average. Then $\mu b^2=3.146$ nN and

$$|F_x|=\frac{3.146\ \text{nN}}{4\pi\times20\ \text{nm}}=12.5\ \text{mN/m},$$

or 0.078 eV/nm². The force is 50.1 mN/m at 5 nm and 2.5 mN/m at 100 nm. Moving from 20 to 10 nm releases $(\mu b^2/4\pi)\ln2=1.08$ eV per nanometre of line.

The image stress is $|F_x|/b=48.9$ MPa. The line does not glide straight toward this face, however. It glides on a $\{111\}$ plane containing $[110]$, such as $(1\bar11)$. The glide direction is $[\bar112]/\sqrt6$, whose component along $[001]$ is $2/\sqrt6=0.8165$. The resolved stress is $0.8165\times48.9=39.9$ MPa.

Suppose that glide is resisted by a friction stress of 10 MPa, a rough figure that depends strongly on purity and on other dislocations. In pure annealed copper glide starts at a stress of order 1 MPa, which would make the thick-crystal depth found next about ten times larger. Since the image stress varies as $1/d$, the two balance at $20\times39.9/10\approx80$ nm. In this model a shallower screw glides out and a deeper one stays. That depth is for a thick crystal. In a free-standing foil 200 nm thick, balance requires $\cot(\pi d/h)=h/(\pi\times79.8\ \text{nm})=0.80$, which gives $d\approx57$ nm. Both depths use the isotropic $\mu$. With the modulus $K$ of section 7 they become about 70 nm and 53 nm.

How far do the neglected effects move the force at 20 nm, each taken alone?

- Anisotropy: $K$ in place of $\mu=48$ GPa lowers it by 12.5 %. This figure depends on the isotropic average chosen. For the constants of section 7, the Voigt average (uniform strain) is 54.4 GPa and the Reuss average (uniform stress) is 40.0 GPa; $K$ lies 23 % below the first and 5 % above the second.
- Second face of the 200 nm foil: it falls by 3.3 %.
- Heating by 100 K, with a rough modulus loss of 0.04 % per kelvin: it falls by 4 % from the modulus alone, or about 3.7 % once the thermal expansion of $b$ is included.
- Hollow core of radius $b$: it rises by 0.008 %.
- Splitting into two partials about 2 nm apart on the glide plane: summing the image forces on two screws $b/2$ raises it by 0.04 %. Their edge components are left out of this estimate; they add a larger but still small amount, about 0.1 %.

The largest shear strain on the face is $b/\pi d=0.41$ % in the isotropic model, and $\sqrt{c_x/c_y}$ times that, 0.73 %, with the cubic constants of section 7. Both are small enough for linear elasticity to be reasonable there. At depths of a few core widths, the splitting and the core structure need a treatment of their own.

Among the effects listed, anisotropy matters most at this depth. A bonded coating can matter more. By the result of section 6, a thick bonded layer of half copper's modulus would cut the attraction to a third, about 4 mN/m at 20 nm, and an equally thick layer stiffer than copper would turn it into a repulsion. Thick here means thick enough for the pull of the layer's outer face to be negligible, and that pull fades slowly. For the layer of half copper's modulus the attraction is still about 8.8 mN/m when the layer is one depth thick, 5.8 mN/m at five depths and 4.5 mN/m at 25 depths. The outer face of the layer is itself free and attracts the line, so a layer about as thick as the line is deep can leave a net attraction even if it is stiffer than copper. The closer the two moduli, the thicker the layer must be. For nearly equal moduli and a layer of thickness $t$, the interface repels the line with $\kappa/d$ and the outer face attracts it with about $1/(d+t)$, both in units of $\mu b^2/4\pi$. Repulsion then needs $t>d(1/\kappa-1)$, which is about 20 depths for a layer 10 % stiffer than copper. For thinner layers or larger contrasts, the force needs a calculation that includes the thickness. The 12.5 mN/m applies to a bare, flat face, to within the corrections above.

## Values computed for the example and the checks

```
TESTS (mu = b = 1 unless a unit is given)
Burgers circuit around the line: 1.000000 b
force from surface layer energy, d = 1: 0.079577
1/(4 pi): 0.079577
hollow core, d = 3 r0, force times r0: 0.028135
lattice size in depth: 160 spacings
lattice energy, depth 4 spacings: 0.29396 mu b^2
lattice energy, depth 8 spacings: 0.34895 mu b^2
lattice energy, depth 16 spacings: 0.40313 mu b^2
lattice energy, depth 32 spacings: 0.45427 mu b^2
lattice / half-space law, depths 4 to 8: 0.9970
lattice / half-space law, depths 16 to 32: 0.9271
lattice / foil law, depths 16 to 32: 0.9995
COPPER, INPUTS (rough typical values)
Burgers vector b: 0.256 nm
shear modulus mu: 48 GPa
C11, C12, C44: 168, 121, 75 GPa
depth d: 20 nm
foil thickness: 200 nm
distance between partials: 2 nm
friction stress: 10 MPa
loss of mu on heating: 0.04 % per K
heating: 100 K
COPPER, RESULTS
mu b^2: 3.146 nN
attraction per length: 12.52 mN/m
the same: 0.0781 eV/nm^2
image stress at the line: 48.9 MPa
glide factor on {111}: 0.8165
resolved image stress: 39.9 MPa
depth where it equals friction: 79.8 nm
energy released, 20 to 10 nm: 1.083 eV/nm
largest shear strain at the surface: 0.41 %
attraction at 5 nm: 50.07 mN/m
attraction at 10 nm: 25.03 mN/m
attraction at 20 nm: 12.52 mN/m
attraction at 50 nm: 5.01 mN/m
attraction at 100 nm: 2.50 mN/m
NEGLECTED EFFECTS, CHANGE OF THE FORCE AT d
anisotropic modulus K: 41.98 GPa
K from the lattice: 42.00 GPa
anisotropy: -12.5 %
second free face of the foil: -3.3 %
splitting, screw parts only: 0.042 %
hollow core of radius b: 0.0082 %
heating: -4.0 %
```
